# Why silicon's off-normal etch-yield maximum fades as chlorine coverage rises

**Q:** I bombard silicon with argon ions while supplying atomic chlorine. With little chlorine, the yield per ion is largest when the sample is tilted. With plenty of chlorine, it is largest at normal incidence. What should I write down first?

**A:** Write the yield as a sum over two kinds of surface site. Let \(\varphi\) be the angle between the ion beam and the surface normal, and let \(\theta\) be the fraction of sites that are chlorinated. Counting silicon atoms removed per incident ion,

\[
Y=(1-\theta)\,Y_sF(\varphi)+\theta\,Y_cG(\varphi).
\]

Here \(Y_s\) is the sputtering yield of bare silicon and \(Y_c\) the ion-enhanced yield of the chlorinated surface, both at normal incidence, so \(F(0)=G(0)=1\). The sum assumes that a site responds according to its own state and not its neighbours'. With \(t=1/\cos\varphi\), I take the model shapes

\[
F=t^{p}e^{-q(t-1)},\qquad G=e^{-g(t-1)},\qquad p>q>0,\; g>0 .
\]

The power of \(t\) expresses the gain from tilting, and the exponentials express the loss near grazing incidence.

**Q:** Why should tilt help sputtering but not ion-enhanced etching? Both are driven by the same ion.

**A:** A simple picture is that they draw on different depths. Suppose the ion's energy is deposited in a Gaussian cloud centred a distance \(a\) along its path, with the same width \(w\) along and across the path. A point at distance \(\ell\) along the path and \(\eta\) across it lies at depth \(z=\ell\cos\varphi+\eta\sin\varphi\). The mean depth is therefore \(a\cos\varphi\), and the variance is \(w^2(\cos^2\varphi+\sin^2\varphi)=w^2\). With \(\Phi\) the cumulative normal distribution, the share of energy between the surface and depth \(d\) is

\[
S=\Phi\!\left(\frac{d-u}{w}\right)-\Phi\!\left(-\frac{u}{w}\right),\qquad u=a\cos\varphi .
\]

Differentiation gives

\[
\frac{dS}{du}=\frac{1}{w\sqrt{2\pi}}\left[e^{-u^2/2w^2}-e^{-(d-u)^2/2w^2}\right].
\]

This vanishes at \(u=d/2\), is positive for smaller \(u\) and negative for larger \(u\). Tilting lowers \(u\) from \(a\) towards zero. If \(d<2a\), the share first rises and peaks at \(\cos\varphi=d/(2a)\). If \(d\ge 2a\), it is greatest at normal incidence.

Take \(a=1.0\) nm and \(w=0.5\) nm. Between 0° and 60°, a 0.3 nm skin raises its share from 0.058 to 0.186, while a 2.0 nm layer drops from 0.954 to 0.840. If sputtering draws on the skin and ion-enhanced etching on a chlorinated layer at least \(2a\) thick, the two trends follow. The thickness matters: a 1.0 nm layer would raise its share from 0.477 to 0.683 over the same tilt.

This picture offers a possible reason for the sense of the shapes, not for their parameters. It also depends on the equal widths: if the width across the path is 0.3 nm instead of 0.5 nm, the share of the 2.0 nm layer peaks near 31°, though only about 1% above its normal value. Multiplied by the grazing factor \(e^{-q(t-1)}\) with \(q=1.2\), the skin share peaks at 43°, whereas the sputtering shape I use below peaks at 61°.

**Q:** Where does that 61° come from?

**A:** Since \(\ln F=p\ln t-q(t-1)\),

\[
\frac{1}{F}\frac{dF}{dt}=\frac pt-q .
\]

The slope changes from positive to negative at \(t=p/q\), so \(\cos\varphi=q/p\). For \(p=2.5\) and \(q=1.2\), \(\cos\varphi=0.48\) and \(\varphi=61.3^\circ\). The bare yield there is 71% above its normal value.

**Q:** Now hold the coverage fixed while I tilt. How much chlorine removes the maximum?

**A:** Differentiate the sum at constant \(\theta\):

\[
\frac{dY}{dt}=(1-\theta)Y_s\left(\frac pt-q\right)F-\theta Y_c\,gG .
\]

Near normal incidence \(t-1\simeq\varphi^2/2\), so a positive slope in \(t\) makes normal incidence a minimum in angle, and a negative slope makes it a maximum. At \(t=1\) the slope is positive when

\[
\frac{\theta}{1-\theta}<\frac{Y_s(p-q)}{Y_cg},
\]

which is the same as

\[
\theta<\theta^*=\frac{1}{1+\dfrac{Y_cg}{Y_s(p-q)}} .
\]

The weights matter as much as the shapes. A chlorinated site yields far more than a bare one, so a small chlorinated fraction can already dominate the slope.

**Q:** That examines only the neighbourhood of normal incidence. Could a separate hump survive at large angle?

**A:** In general it could, so a further condition is needed. For \(0<\theta<1\) and \(t<p/q\), the slope is positive when

\[
r(t)\equiv\frac{(p/t-q)F}{gG}>\frac{\theta Y_c}{(1-\theta)Y_s}.
\]

The logarithm of \(r\) contains \(\ln(p/t-q)\), whose derivative is \(-p/[t(p-qt)]\). It also contains \(p\ln t-(q-g)(t-1)\). Hence

\[
\frac{d\ln r}{dt}=\frac pt\left[1-\frac{1}{p-qt}\right]-(q-g).
\]

Assume \(q\ge g\) and \(p-q+g\le p/(p-q)\). The second condition says that this derivative is not positive at \(t=1\). As \(t\) grows, the bracket falls. While the bracket is positive, its product with the falling factor \(p/t\) also falls. Once it is negative, both terms are at most zero. So \(r\) decreases from \((p-q)/g\) at \(t=1\) to zero at \(t=p/q\), and beyond that angle \(dY/dt<0\).

It follows that \(Y\) has one off-normal maximum for \(\theta<\theta^*\) and none for \(\theta\ge\theta^*\). Because \(r\) is continuous, the maximum slides to normal incidence as \(\theta\to\theta^*\).

**Q:** Put numbers in.

**A:** I use \(Y_s=0.2\), \(Y_c=2.0\) and \(g=0.5\), with \(p\) and \(q\) as before. The conditions hold, since \(0.5<1.2\) and \(1.3+0.5=1.8<2.5/1.3=1.92\). Then

\[
\theta^*=\frac{1}{1+(2.0)(0.5)/[(0.2)(1.3)]}=0.206 .
\]

At \(\theta=0.10\) the maximum is at 55°, only 14% above the normal yield. At \(\theta=0.50\) it has gone: the yield falls from 1.100 at normal incidence to 0.777 at 60°. In this model, then, a surface about one-fifth chlorinated has already lost its fixed-coverage maximum.

**Q:** But my coverage is not fixed. I set the chlorine and ion fluxes, and then I tilt.

**A:** Then coverage must be found from a chlorine balance. Let \(R\) be the ratio of neutral chlorine flux to ion flux at normal incidence, \(s\) the sticking probability on an empty site, and \(\nu\) the number of chlorine atoms lost for each silicon atom removed chemically. At steady state,

\[
sR(1-\theta)=\nu Y_cG\,\theta\cos^m\varphi .
\]

For an isolated sample in an isotropic gas, chlorine arrives at the same rate per surface area at every tilt, while the ion beam is spread over a larger area. The ion flux therefore carries \(\cos\varphi\), and \(m=1\). If chlorine travels in the same direction as the ions, both fluxes carry this factor. It cancels, and \(m=0\).

Solving for coverage gives

\[
\theta=\frac{sR}{sR+\nu Y_cG\cos^m\varphi}.
\]

Multiplying by \(Y_cG\) gives the chemical part of the yield, \(Y_{\rm chem}=\theta Y_cG\). Its reciprocal is

\[
\frac{1}{Y_{\rm chem}}=\frac{1}{Y_cG}+\frac{\nu\cos^m\varphi}{sR}.
\]

The first term is the limit set by ion action and the second the limit set by chlorine supply. When supply is the bottleneck and \(m=1\), \(Y_{\rm chem}\simeq sR/(\nu\cos\varphi)\). It rises with tilt because each ion meets more chlorine. This is a second cause of an off-normal maximum, separate from sputtering. Near grazing incidence \(G\) falls, the first term takes over, and the rise ends.

**Q:** How do I tell the two causes apart?

**A:** Take the starved, isotropic case \(R=1\), with \(s=0.5\) and \(\nu=2\). At normal incidence

\[
\theta_0=\frac{0.5}{0.5+2(2.0)}=0.111 .
\]

At 60°, \(G=e^{-0.5}=0.607\), and

\[
\theta=\frac{0.5}{0.5+2(2.0)(0.607)(0.5)}=0.292 .
\]

The bare-surface yield at 60° is 0.341, so the two totals are

\[
\begin{aligned}
Y(0)&=0.889(0.200)+0.111(2.0)=0.400,\\
Y(60^\circ)&=0.708(0.341)+0.292(2.0)(0.607)=0.595 .
\end{aligned}
\]

Of the increase of 0.195, the chemical part supplies about 0.13 and sputtering about 0.06. The full curve peaks at 61° with a gain of 49% over normal. If coverage is frozen at 0.111, the gain is only 11%, at 54°.

If sputtering is removed instead, the isotropic case still has a maximum, at 68° and 70% above its own normal yield. That percentage exceeds the full model's because its reference yield is smaller, so these gains cannot be added. With sputtering removed and \(m=0\), the supply term is constant while \(1/G\) rises, so no off-normal maximum remains.

**Q:** Does the threshold coverage move as well?

**A:** Yes. Rearranging the balance gives \(\theta/(1-\theta)=sRt^m/(\nu Y_cG)\). Taking the logarithm and differentiating,

\[
\frac{1}{\theta(1-\theta)}\frac{d\theta}{dt}=\frac mt+g .
\]

The total slope of \(Y\) gains the term \((Y_c-Y_s)\,d\theta/dt\) at \(t=1\). Setting that slope to zero gives

\[
Y_s(p-q)(1-\theta_0)-Y_cg\theta_0+(Y_c-Y_s)(m+g)\theta_0(1-\theta_0)=0 .
\]

For \(m=0\), the numbers reduce this to \(0.26-0.36\theta_0-0.90\theta_0^2=0\), with positive root \(\theta_0=0.373\). Even here coverage grows on tilting, because the weaker chemical removal uses less chlorine. For \(m=1\), the equation is \(0.26+1.44\theta_0-2.70\theta_0^2=0\), and the root is \(\theta_0=0.676\).

These are local conditions. For these parameters, scans of the whole yield curve from 0° to 88° place the change of the highest point at the same coverages, corresponding to \(R=4.8\) and \(R=16.7\).

The role of supply is plain if \(Y_s=0\) and \(m=1\). Dividing the condition by \(Y_c\theta_0\) leaves \(-g+(1+g)(1-\theta_0)=0\), so \(\theta_0=1/(1+g)=0.667\). In this example, sputtering moves the isotropic threshold only from 0.667 to 0.676.

**Q:** So a half-chlorinated surface can still show the maximum?

**A:** It can in the isotropic case. At \(R=10\), \(\theta_0=0.556\), well above the fixed-coverage threshold. Yet a weak maximum remains at 34°, 1.8% above normal. At \(R=200\), \(\theta_0=0.962\) and the maximum is at normal incidence, where the yield is 1.931; at 60° it is 1.203.

The bookkeeping of the balance can be checked by counting. In a simulation of 600 individual sites struck by craters several sites long, the yields at \(R=1\) were 0.399 at 0° and 0.595 at 60°. The balance gives 0.400 and 0.595. The simulated sites respond only to their own state, as the sum assumes, so this agreement shows that crater shape does not affect the averages. It does not test the independence of sites. If removing a silicon atom required two adjacent chlorinated sites, the same counting would give about 0.32 and 0.50.

**Q:** Must the maximum vanish on a nearly saturated surface, whatever the chemical angular curve?

**A:** If the chemical curve never exceeds its normal-incidence value, the maximum must become small, but it need not vanish before full coverage. A chemical curve with its own off-normal peak would keep a maximum even at full coverage. Suppose \(G\le1\) and \(Y_sF\le Y_c\) at every angle. Then, for any dependence of coverage on angle,

\[
Y\le(1-\theta)Y_c+\theta Y_c=Y_c .
\]

At normal incidence, \(Y(0)=Y_c-(1-\theta_0)(Y_c-Y_s)\). The relative gain therefore satisfies

\[
\frac{Y_{\max}}{Y(0)}-1\le\frac{(1-\theta_0)(Y_c-Y_s)}{Y(0)} .
\]

The right side tends to zero as \(\theta_0\to1\). At \(R=200\) it allows at most 3.6%; the gain found with the exponential \(G\) is zero.

A flat-topped \(G\) shows why "fades" is the safer word. Keep \(G=1\) up to 45°, let it fall in proportion to \(\cos\varphi\) beyond, and fix \(\theta=0.95\). Up to 45° the chemical term is constant, and the bare yield rises from 0.200 to 0.289. The total gains \(0.05(0.089)=0.0045\), or 0.23% of 1.910. A maximum exists, but it would be hard to see.

**Q:** Does a maximum in yield mean that the tilted surface etches fastest?

**A:** Not necessarily, because the tilted surface receives fewer ions per area. The rate at which it recedes along its normal is

\[
v=\frac{\Gamma_i\cos\varphi\,Y}{n_{\rm Si}},
\]

where \(\Gamma_i\) is the ion flux through a plane perpendicular to the beam and \(n_{\rm Si}\) is the atomic density of silicon. At 1 mA/cm², \(\Gamma_i=6.24\times10^{15}\) cm⁻² s⁻¹, and \(n_{\rm Si}=4.99\times10^{22}\) cm⁻³. For \(R=1\), the rate is 30 nm/min at normal incidence and 22 nm/min at 60°, although the yield is 49% higher at 60°. With less chlorine the rate can have a weak off-normal maximum of its own: at \(R=0.3\) in the isotropic case it lies near 31°, about 1.3% above normal.

**Q:** How close is this to a real etcher?

**A:** The yields are rough typical values for argon ions near 200 eV, not a fit. The threshold values of coverage and \(R\) also depend on the exponential \(G\), which starts to fall as soon as the sample is tilted. With the flat-topped \(G\) above, the isotropic case still has a maximum at 45° for \(R=200\), about 1% above normal. The measured angular curve of the chlorinated surface is therefore needed before these thresholds are applied to a real process. At a gas temperature of 500 K, \(R=200\) requires an atomic-chlorine partial pressure of 4.7 mTorr, a reasonable scale for a low-pressure plasma. \(R=1\) requires only 0.024 mTorr, which in a plasma of several mTorr means a mere trace of atomic chlorine. In a plasma the sheath follows a tilted wafer, so ions still arrive close to its normal. The angle \(\varphi\) therefore applies to ion-beam or Faraday-cage experiments and to facets much smaller than the sheath thickness. Real patterned wafers break the isolated-sample assumption, because neighbouring surfaces shade the chlorine. If shading halves the chlorine reaching a 60° facet at \(R=1\), the supply there equals that of the \(m=0\) case. Then \(\theta=0.5/(0.5+2.43)=0.171\) and \(Y=0.829(0.341)+0.171(1.213)=0.490\). The gain at 60° drops from 49% to about 22%.

**Q:** What else could change the result?

**A:** Three effects can be sized:

- **Angular spread.** An ion temperature of 0.05 eV gives an rms angle of about 0.9° from the beam axis, counting both transverse directions. Even if all of this spread lay in the plane of incidence, the \(R=1\) gain would be almost unchanged. Surface slopes of 10° rms in the plane of incidence, without mutual shading, reduce the gain at the original peak angle from 49% to 36%.
- **Spontaneous etching.** With an assumed reaction probability of \(10^{-4}\) per chlorine atom and four chlorine atoms per silicon atom, it adds \(10^{-4}(200)/4=0.005\) silicon atoms per ion at \(R=200\). That is about 0.3% of the normal yield. A more reactive surface would need its own value.
- **Product composition.** If \(\nu=4\) instead of 2, the isotropic threshold moves from \(R=16.7\) to \(R=33.3\). The threshold coverage stays at 0.676, because \(\nu\) does not appear in its equation.

For your measurement, the useful control is coverage recorded at each tilt. If it stays constant, the fixed-coverage sum applies directly. If it rises with tilt, the coverage balance is needed. The rise alone does not prove a gain in chlorine supply, because coverage also rises when \(G\) falls. In this model a supply gain shows as a rise of \(\theta G/(1-\theta)\), which is proportional to \(t^m\). The numerical output below gives the remaining values.

## Computed results

```
Inputs: Ys=0.2, Yc=2.0 Si/ion; p=2.5, q=1.2, g=0.5
Inputs: sticking s=0.5, nu=2.0 Cl/Si; ion energy=200 eV
Ion current=1.0 mA/cm2; gas temperature=500 K
Ion flux=6.242e+15 cm^-2 s^-1; Si density=4.994e+22 cm^-3
Energy cloud: mean path=1.0 nm, width=0.5 nm
Energy share, skin 0.3 nm: 0 deg 0.058, 60 deg 0.186
Energy share, mixed layer 2.0 nm: 0 deg 0.954, 60 deg 0.840
Peak with grazing loss: skin 43.1 deg, mixed layer 0.0 deg
Bare sputtering peak=61.3 deg, gain over normal=70.7 %
Fixed-coverage threshold: formula 0.2063, scan 0.2063
Yield at fixed coverage (Si/ion): angles 0, 45, 60, 75 deg; peak; gain
 theta=0.00: 0.200, 0.289, 0.341, 0.189; 61.3 deg; 70.7 %
 theta=0.10: 0.380, 0.423, 0.428, 0.218; 55.0 deg; 14.2 %
 theta=0.50: 1.100, 0.958, 0.777, 0.333; 0.0 deg; 0.0 %
 theta=0.95: 1.910, 1.559, 1.169, 0.463; 0.0 deg; 0.0 %
Threshold, Cl with ions: theta0=0.373, R=4.77
Threshold, isotropic Cl: theta0=0.676, R=16.67
Isotropic Cl: coverage at 0 and 60 deg; yield at 0 and 60 deg; peak; gain
 R=1: 0.111, 0.292; 0.400, 0.595 Si/ion; 60.9 deg; 48.9 %
  Cl pressure=0.024 mTorr; etch rate 0/60 deg=30.0/22.3 nm/min
 R=10: 0.556, 0.805; 1.200, 1.043 Si/ion; 34.1 deg; 1.8 %
  Cl pressure=0.237 mTorr; etch rate 0/60 deg=90.0/39.1 nm/min
 R=200: 0.962, 0.988; 1.931, 1.203 Si/ion; 0.0 deg; 0.0 %
  Cl pressure=4.731 mTorr; etch rate 0/60 deg=144.8/45.1 nm/min
Causes at R=1 (peak angle, gain over own normal yield):
 full isotropic model: 60.9 deg, 48.9 %
 coverage frozen: 54.0 deg, 11.4 %
 no sputtering, isotropic Cl: 67.8 deg, 69.8 %
 no sputtering, Cl with ions: 0.0 deg, 0.0 %
Lattice check 0 deg, R=1: 0.399; formula 0.400 Si/ion
Lattice check 60 deg, R=1: 0.595; formula 0.595 Si/ion
Lattice check 60 deg, R=10: 1.044; formula 1.043 Si/ion
Saturation gain bound at R=200: 3.59 %
Flat-topped G, theta=0.95: peak 45.0 deg, gain 0.23 %
Ion temperature 0.05 eV: spread 0.91 deg, R=1 gain 48.8 %
Roughness 10 deg rms: R=1 gain at old peak 35.8 %
Spontaneous etching, assumed probability 1e-04, R=200: 0.0050 Si/ion
Isotropic threshold R if nu=4 Cl/Si: 33.34
```
